# Sign of the Bond-Order Product in Linear Three-Centre Hückel Models

## Problem

Three atoms lie in a row, numbered 1, 2, 3, with atom 2 in the middle. Each contributes one real orbital $\phi_i$, and the three orbitals are taken as orthonormal. In a chalcogenide they may be the p orbitals that point along the row. The one-electron Hamiltonian is

$$
H=\begin{pmatrix}a_1&b_{12}&0\\ b_{12}&a_2&b_{23}\\ 0&b_{23}&a_3\end{pmatrix},\qquad b_{12}\neq0,\quad b_{23}\neq 0 .
$$

The end atoms have no direct coupling. Molecular orbitals $\psi_k=\sum_i c_{ik}\phi_i$, numbered by rising energy $E_1,E_2,E_3$, are filled from below with $n_k=0,1,2$ electrons. The Coulson bond order of a pair of atoms and the product of the three bond orders are

$$
p_{ij}=\sum_k n_k c_{ik}c_{jk},\qquad T=p_{12}\,p_{23}\,p_{31}.
$$

(a) Find $T$ for two and for four electrons when the sites are equal and the couplings are equal.

(b) Decide whether the sign of $T$ at these two electron counts depends on the site energies and couplings.

(c) Evaluate $T$ for neighbour couplings of size $t=1.5$ eV and a central site $D=1.0$ eV above the ends, and judge how far neglected effects would move it.

A remark on signs comes first. The sign of an orbital is a free choice. Replacing $\phi_3$ by $-\phi_3$ reverses $p_{23}$ and $p_{31}$, so neither sign has a meaning by itself. In $T$ every atom index occurs twice, so the two reversals cancel. This freedom also allows both neighbour couplings to be made negative, which is done from here on: reverse $\phi_1$ if $b_{12}>0$, and $\phi_3$ if $b_{23}>0$. For equal couplings, $b_{12}=b_{23}=-t$ with $t>0$.

## First estimate by scaling

For equal sites the only energy in the problem is $t$. The orbitals do not change when $H$ is multiplied by a number, and $T$ has no unit, so $T$ must be a pure number, independent of $t$.

Its size follows from spreading the electrons evenly. With negative couplings the lowest orbital has the same sign on all atoms. If it is shared equally, $c_i^2\approx1/3$, and two electrons give

$$
p_{ij}\approx 2\cdot\tfrac13=\tfrac23,\qquad T\approx\left(\tfrac23\right)^3=\tfrac{8}{27}\approx0.30 .
$$

Four electrons are a full set of six with one pair missing from the highest orbital. A full set has no bond orders, so those of four electrons are minus those of the missing pair. The highest orbital alternates in sign along the row, $(+,-,+)$. The missing pair would have contributed about $-2/3$ to each neighbour pair and $+2/3$ to the end pair. Hence $p_{12}\approx p_{23}\approx+2/3$, $p_{13}\approx-2/3$, and $T\approx-8/27$.

A second estimate applies when the centre lies far above the ends, $D\gg t$. The lowest orbital is then $(\phi_1+\phi_3)/\sqrt2$ with a small central admixture. The coupling of this combination to the centre is $(-t-t)/\sqrt2=-\sqrt2\,t$, and first-order perturbation theory gives $c_2\approx\sqrt2\,t/D$. Thus $p_{13}\approx1$, $p_{12}\approx2\cdot\frac{1}{\sqrt2}\cdot\frac{\sqrt2\,t}{D}=2t/D$, and

$$
T\approx 4t^2/D^2\quad\text{(two electrons)}.
$$

The highest orbital is now nearly $\phi_2$, with amplitude $-t/D$ on each end. The missing pair gives $p_{12}\approx2t/D$ and $p_{13}\approx-2t^2/D^2$, so

$$
T\approx-8t^4/D^4\quad\text{(four electrons)}.
$$

## Exact solution

### Equal sites

Take the common site energy as zero. The combination $\phi_-=(\phi_1-\phi_3)/\sqrt2$ has coupling $(-t+t)/\sqrt2=0$ to the centre, so it is an eigenstate with energy zero. The combination $\phi_+=(\phi_1+\phi_3)/\sqrt2$ couples to $\phi_2$ by $-\sqrt2\,t$. Two equal levels coupled in this way form orbitals of equal weight at $\mp\sqrt2\,t$:

$$
\psi_1=\left(\tfrac12,\tfrac1{\sqrt2},\tfrac12\right),\quad
\psi_2=\left(\tfrac1{\sqrt2},0,-\tfrac1{\sqrt2}\right),\quad
\psi_3=\left(\tfrac12,-\tfrac1{\sqrt2},\tfrac12\right).
$$

Two electrons occupy $\psi_1$:

$$
p_{12}=p_{23}=2\cdot\tfrac12\cdot\tfrac1{\sqrt2}=\tfrac1{\sqrt2},\qquad p_{13}=2\cdot\tfrac12\cdot\tfrac12=\tfrac12,
$$

$$
T=\tfrac1{\sqrt2}\cdot\tfrac1{\sqrt2}\cdot\tfrac12=+\tfrac14 .
$$

The second pair enters $\psi_2$. This orbital has a node at the centre, so it adds nothing to $p_{12}$ or $p_{23}$. To $p_{13}$ it adds $2\cdot\frac1{\sqrt2}\cdot\left(-\frac1{\sqrt2}\right)=-1$. Therefore $p_{13}=\frac12-1=-\frac12$ and

$$
T=\tfrac1{\sqrt2}\cdot\tfrac1{\sqrt2}\cdot\left(-\tfrac12\right)=-\tfrac14 .
$$

The neighbour bonds are the same at both counts. The whole change of sign comes from the pair of atoms that has no coupling. With three electrons the half-filled $\psi_2$ adds $-\frac12$, so $p_{13}=0$ and $T=0$.

### Any site energies and couplings

For two electrons in the lowest orbital, with coefficients $c_i$, each bond order is $2c_ic_j$. Multiplication gives

$$
T_2=(2c_1c_2)(2c_2c_3)(2c_3c_1)=8\,(c_1c_2c_3)^2 .
$$

For four electrons let $v_i$ be the coefficients of the highest, empty orbital. The matrix of coefficients is orthogonal, so $\sum_kc_{ik}c_{jk}=\delta_{ij}$ over all three orbitals. Removing the empty one leaves, for $i\ne j$,

$$
p_{ij}=2(\delta_{ij}-v_iv_j)=-2v_iv_j,\qquad
T_4=-8\,(v_1v_2v_3)^2 .
$$

The signs are now fixed unless a coefficient vanishes. To exclude that, look first at atoms 1 and 2 alone. Their lower level is

$$
\frac{a_1+a_2}{2}-\sqrt{\left(\frac{a_1-a_2}{2}\right)^2+b_{12}^2}\;<\;\min(a_1,a_2),
$$

because $b_{12}\ne0$. By the variational principle the lowest level of all three atoms is no higher, so $E_1<a_1$. Atoms 2 and 3 give $E_1<a_3$ in the same way. Applied to the upper levels, the argument gives $E_3>a_1$ and $E_3>a_3$.

The first and third rows of the eigenvalue equation are

$$
(E-a_1)c_1=b_{12}c_2,\qquad (E-a_3)c_3=b_{23}c_2 .
$$

At $E=E_1$ or $E=E_3$ both brackets on the left are nonzero. If $c_2$ were zero, $c_1$ and $c_3$ would be zero too, and there would be no orbital. So $c_2\neq0$, and then $c_1$ and $c_3$ are nonzero as well. Degeneracy is also excluded: two independent orbitals at the same energy could be combined into one with $c_2=0$. The two-electron and four-electron fillings are therefore unique, and

$$
T_2>0,\qquad T_4<0
$$

for every chain of the stated form. The answer to (b) is that, for two and for four electrons, the sign is fixed by the electron count alone.

The size has a bound. The squared coefficients add up to 1, and the inequality between geometric and arithmetic means gives $c_1^2c_2^2c_3^2\le(1/3)^3$. Hence $|T|\le8/27$ at both counts, with equality for an evenly shared orbital.

These statements were tested on 200 random chains, with site energies between $-2$ and 2 eV and couplings of either sign between 0.5 and 2.5 eV in size. The bond orders were obtained from many-electron states instead of orbital filling. All signs agreed, and the largest $|T|$ was 0.2922, below $8/27\approx0.2963$.

The filling from below matters. If two electrons form a triplet, with one in each of the two lower orbitals, completeness gives $p_{ij}=-v_iv_j$ and $T=-(v_1v_2v_3)^2$, which is negative. The positive sign belongs to the closed-shell pair.

### A shifted central atom

Let $a_1=a_3=0$, $a_2=D$ and $b_{12}=b_{23}=-t$. The state $\phi_-$ stays at zero energy, while $\phi_+$ and $\phi_2$ form the block

$$
\begin{pmatrix}0&-\sqrt2\,t\\-\sqrt2\,t&D\end{pmatrix},\qquad
E_{1,3}=\frac{D\mp R}{2},\qquad R=\sqrt{D^2+8t^2}.
$$

The central weight of an orbital is the derivative of its energy with respect to $D$, because to first order a change of $D$ acts only through $c_2^2$. Since $dR/dD=D/R\equiv x$, the lowest orbital has

$$
c_2^2=\frac{1-x}{2},\qquad c_1^2=c_3^2=\frac{1-c_2^2}{2}=\frac{1+x}{4}.
$$

All its coefficients can be taken positive, so two electrons give

$$
p_{12}=p_{23}=2\sqrt{\frac{1+x}{4}\cdot\frac{1-x}{2}}=\sqrt{\frac{1-x^2}{2}},\qquad p_{13}=\frac{1+x}{2}.
$$

Each electron in $\phi_-$ lowers $p_{13}$ by $\frac12$ and leaves the neighbour bonds unchanged. For two, three and four electrons $p_{13}$ is thus $(1+x)/2$, $x/2$ and $-(1-x)/2$. Multiplying by $p_{12}p_{23}=(1-x^2)/2$ yields

$$
T_2=\frac{(1-x)(1+x)^2}{4},\quad
T_3=\frac{x(1-x^2)}{4},\quad
T_4=-\frac{(1+x)(1-x)^2}{4}.
$$

The three-electron product has no fixed sign; it follows the sign of $D$. The two-electron product reaches its bound when $c_2^2=1/3$, that is $x=1/3$. Then $9D^2=D^2+8t^2$, and $D=t$. A numerical search over $D$ also found the maximum there.

### Numbers for $t=1.5$ eV, $D=1.0$ eV

These are round model parameters. First, $R=\sqrt{1.0^2+8\cdot1.5^2}=\sqrt{19}=4.359$ eV and $x=1.0/4.359=0.2294$. The levels are $-1.679$, 0 and 2.679 eV. The neighbour bond orders are $\sqrt{(1-0.0526)/2}=0.688$, and their product is 0.4737. With the end-to-end bond orders,

$$
\begin{aligned}
T_2&=0.4737\times0.6147=0.291,\\
T_3&=0.4737\times0.1147=0.054,\\
T_4&=0.4737\times(-0.3853)=-0.183 .
\end{aligned}
$$

Reversing $\phi_3$ in the four-electron case turns $p_{23}$ into $-0.688$ and $p_{13}$ into $+0.385$, while $T_4$ stays at $-0.183$.

## Comparison of estimate and solution

The even-sharing estimate has the right signs at both counts. For equal sites its size, 0.296, lies 19% above the exact 0.250, because the true orbitals put half their weight on the centre instead of a third.

For the shifted centre the estimate is 2% above the exact size at two electrons but 62% above it at four. The reason lies in the weights. The lowest orbital has 0.385 on the centre and 0.307 on each end, close to even sharing. The highest has 0.615 on the centre and 0.193 on each end. Raising the centre pushes the lowest orbital towards the ends and the highest towards the centre. For small $x$ the formulas give $T_2\approx(1+x)/4$ and $T_4\approx-(1-x)/4$, so the two sizes move apart at first order. The estimate can only err upwards in size, since $8/27$ is the bound.

For $D\gg t$, expansion of $x=(1+8t^2/D^2)^{-1/2}$ gives $1-x\approx4t^2/D^2$. With $1+x\approx2$,

$$
T_2\approx\frac14\cdot\frac{4t^2}{D^2}\cdot4=\frac{4t^2}{D^2},\qquad
T_4\approx-\frac14\cdot2\cdot\frac{16t^4}{D^4}=-\frac{8t^4}{D^4},
$$

in agreement with the perturbative estimates. The signs persist while the sizes go to zero. For a centre far below the ends the two laws change places, because $T_4(-D)=-T_2(D)$.

## What the end-to-end bond order means

In this model $p_{13}$ contributes no energy, since $H_{13}=0$. It tells how the energy would respond if a coupling were switched on. The total energy is $\sum_{ij}p_{ij}H_{ij}$, with the populations as $p_{ii}$. It is stationary against small changes of the orbitals, and $H_{13}$ occurs twice in the sum, so

$$
\frac{dE}{dH_{13}}=2p_{13}.
$$

For p orbitals along the row the sign of $H_{13}$ can be traced. If all three point the same way, lobes of opposite sign face each other and every coupling is positive. Reversing the central orbital makes the neighbour couplings negative, as assumed here, and leaves $H_{13}=+t'$ with $t'>0$. A weak end-to-end coupling then raises the energy of two electrons and lowers that of four. For s orbitals the direct coupling is negative in the same convention, but that does not settle the sign of $H_{13}$. Making neighbours with overlap $S>0$ orthogonal adds about $+St$ to $H_{13}$, to first order in $S$ and with energies measured from the end level. This term can outweigh the direct one. For p orbitals both terms are positive. The s orbital of the central atom, which the model leaves out, acts the other way: it couples to the two end orbitals with opposite signs and lies below them, so it adds a negative term. With $S=0.3$ and $t=1.5$ eV the overlap term is 0.45 eV to first order, and higher orders raise it above 0.5 eV. The sign and size of $H_{13}$ in a material are therefore not settled here, and the value of $+0.20$ eV used next is only an example.

With $t'=0.20$ eV and the other parameters fixed, first order gives $2\times0.6147\times0.20=0.246$ eV for two electrons and $-0.154$ eV for four. The full shifts are 0.2415 and $-0.1585$ eV. Both lie below the first-order values, as they must: the ground-state energy is the minimum over states of energies linear in $t'$, and such a minimum bends downwards.

A strong end-to-end coupling can break the two-electron result. It lowers $\phi_-$ to $-t'$ and raises the diagonal element of $\phi_+$ to $t'$. The lowest symmetric orbital stays below $\phi_-$ if the symmetric block, measured from $-t'$, has a negative eigenvalue. For $D\ge0$ this requires a negative determinant:

$$
2t'(D+t')-2t^2<0\quad\Longrightarrow\quad t'<\frac{-D+\sqrt{D^2+4t^2}}{2}=1.08\ \text{eV}.
$$

Beyond this limit two electrons occupy $\phi_-$, which has a node at the centre, and $T_2=0$. The drop is abrupt, from 0.246 at 1% below the limit to zero at 1% above it, because levels of different symmetry cross without mixing. For $t'>0$ the four-electron sign survives: the upper symmetric level is at least $t'$, above $\phi_-$, so the empty orbital still has weight on all atoms. At 1% above the limit $T_4=-0.255$. A negative $H_{13}$ instead raises $\phi_-$; it becomes the empty orbital, and $T_4=0$, once $|H_{13}|(|H_{13}|-D)>t^2$, here beyond 2.08 eV.

## Electron repulsion

As long as the end atoms have no direct coupling, the signs do not rest on the independent-electron picture. Add a repulsion $U$ between two electrons on the same atom, and write the two-electron state with opposite spins as amplitudes $\Psi_{ij}$, with spin up on $i$ and spin down on $j$. The repulsion affects diagonal elements alone. All nonzero off-diagonal elements are negative neighbour couplings, and they link all nine configurations.

Replacing the amplitudes by their absolute values cannot raise the energy, so a ground state without negative amplitudes exists. None of its amplitudes can vanish: in the eigenvalue equation for that configuration the linked amplitudes would have to add up to zero with weights of one sign, so they would vanish too, and so on through all nine. If a second, independent ground state existed, a multiple of it could be subtracted from the positive one until some amplitude just reached zero and none was negative. The result would be a ground state of the kind just excluded, so the ground state is unique. It is a singlet, since a triplet would need $\Psi_{ij}=-\Psi_{ji}$. Then

$$
p_{ij}=\sum_k\left(\Psi_{ik}\Psi_{jk}+\Psi_{ki}\Psi_{kj}\right)>0 ,
$$

and $T_2>0$.

Four electrons are two holes. Exchanging creation and annihilation operators reverses the sign of the couplings and of the bond orders, and leaves the repulsion between holes equal to $U$ apart from shifts of the site energies. Reversing $\phi_2$ makes the hole couplings negative again, so in that convention all hole bond orders are positive. Undoing the reversal makes those of the neighbour pairs negative. The electron bond orders are their opposites: $p_{12},p_{23}>0$ and $p_{13}<0$, hence $T_4<0$. The random chains were also tested with $U$ between 0 and 10 eV, and the signs held. The proof fails for a positive end-to-end coupling, which adds positive off-diagonal elements. Repulsion then favours the triplet. For $t=1.5$ eV and $D=1.0$ eV the two-electron ground state becomes a triplet, with $T_2\approx-0.03$, once $H_{13}$ exceeds about 0.63 eV at $U=4$ eV or 0.39 eV at $U=10$ eV, well below the limit of 1.08 eV found without repulsion.

## Chalcogenides and the neglected effects

A coupling of 1.5 eV is a rough value for p orbitals pointing at each other on neighbouring heavy chalcogen atoms; no particular compound is represented. In crystalline phase-change materials such as the Ge–Sb–Te alloys, nearly straight rows of p orbitals hold about one electron per orbital. The three-electron case is closest to that filling. Four electrons describe an electron-rich linear group, while two are far from typical for a chalcogen. An isolated triple also ignores the rest of the row, an omission not sized here.

The following changes are relative to $T_2=0.291$ and $T_4=-0.183$, with one effect added at a time and the rest held fixed. A positive percentage means a larger size.

| Effect | $T_2$ | $T_4$ |
|---|---|---|
| End-to-end coupling 0.2 eV | −2% | +8% |
| Neighbour overlap 0.15 | −1% | +3% |
| Couplings 1.9 and 1.1 eV | −25% | −24% |
| Correlation, $U=4$ eV | −29% | −3% |
| Spin-orbit constant 0.5 eV | −11% | −8% |

With overlap, the bond orders refer to Löwdin-orthogonalized orbitals. The 1.5 eV is then the matrix element between the overlapping orbitals, with energies measured from the level of the end atoms. This choice matters: if the same matrix element is kept but the end level is placed at −2 or +2 eV, the four-electron change becomes −5.8% or +8.5%. An overlap of 0.15 is also modest. For tellurium atoms about 3 Å apart a rough value is 0.3, and with an overlap of 0.35 the row would read −2% and +9%. In the correlation row the repulsion is measured from the Hückel populations, so that its mean field vanishes; charge shifts due to that mean field are left out. They are not small for four electrons: with the full repulsion of 4 eV and unchanged site energies, the changes are −31.5% for $T_2$ and +16.7% for $T_4$. The spin-orbit row adds the term $\xi\,\mathbf L\cdot\mathbf S$ on each atom, with $\xi=0.5$ eV and $\mathbf L$, $\mathbf S$ in units of $\hbar$. It mixes the orbitals along the row with the p orbitals across it. The latter are given the site energy of their atom and no coupling between atoms; without the spin-orbit term they are empty in the two-electron case and full in the four-electron case.

Unequal bonds matter because a row can distort into short and long links. Their effect can be traced. With equal end energies, the row equations give $c_1:c_3=b_{12}:b_{23}$, so at a given central weight $T$ is multiplied by

$$
\frac{4b_{12}^2b_{23}^2}{(b_{12}^2+b_{23}^2)^2}=\frac{4\cdot3.61\cdot1.21}{4.82^2}=0.75 .
$$

This factor alone gives a loss of 25% at both counts. The sum $b_{12}^2+b_{23}^2$ also rises from 4.50 to 4.82 eV², which shifts the central weights slightly towards those of equal sites. That makes the two-electron loss a little larger and the four-electron loss about one percentage point smaller.

Heat has no visible effect through the electrons. At 900 K, roughly the temperature of a melting pulse, $kT=0.078$ eV, against orbital gaps of 1.68 eV for two electrons and 2.68 eV for four. At fixed atomic positions and fixed electron number the change of $T$ is below $10^{-6}$. If the triple exchanges electrons with its surroundings, Fermi–Dirac filling activates over half the gap, and the two-electron change is about $3\times10^{-5}$, still negligible. Heat that moves the atoms acts through the couplings. The row for unequal bonds shows how $T$ responds to one such change, but the size of thermal displacements is not estimated here. Taken one at a time and at the sizes listed, none of these effects reverses the sign of $T_2$ or $T_4$; a larger positive end-to-end coupling combined with repulsion does reverse $T_2$. The numerical output gives the values in the table to more digits.

## Computed values

```
neighbour coupling t = 1.50 eV; centre shift D = 1.00 eV
D = 0.0 eV: orbital energies (eV) -2.1213 0.0000 2.1213
  orbital 1 coefficients: 0.5000 0.7071 0.5000
  orbital 3 coefficients: 0.5000 -0.7071 0.5000
  2 electrons: p12 0.7071 p23 0.7071 p13 0.5000 T 0.2500
    populations: end 0.5000 centre 1.0000
  3 electrons: p12 0.7071 p23 0.7071 p13 0.0000 T 0.0000
    populations: end 1.0000 centre 1.0000
  4 electrons: p12 0.7071 p23 0.7071 p13 -0.5000 T -0.2500
    populations: end 1.5000 centre 1.0000
D = 1.0 eV: orbital energies (eV) -1.6794 0.0000 2.6794
  orbital 1 coefficients: 0.5544 0.6207 0.5544
  orbital 3 coefficients: 0.4389 -0.7840 0.4389
  2 electrons: p12 0.6882 p23 0.6882 p13 0.6147 T 0.2912
    populations: end 0.6147 centre 0.7706
  3 electrons: p12 0.6882 p23 0.6882 p13 0.1147 T 0.0543
    populations: end 1.1147 centre 0.7706
  4 electrons: p12 0.6882 p23 0.6882 p13 -0.3853 T -0.1825
    populations: end 1.6147 centre 0.7706
R = 4.3589 eV; x = D/R = 0.2294
largest T for 2 electrons = 0.2963 at D/t = 1.0000
random chains tested: 200; largest |T| = 0.2922
orbital 3 reversed, 4 electrons, D = 1.0 eV: p12 0.6882 p23 -0.6882
  p13 0.3853 T -0.1825
end-to-end coupling t' = 0.20 eV (H13 = +t')
  2 electrons: energy shift 0.2415 eV; first order 2*p13*t' 0.2459 eV
  4 electrons: energy shift -0.1585 eV; first order 2*p13*t' -0.1541 eV
limit of t' for positive T at 2 electrons = 1.0811 eV
  T at 0.99 of limit: 0.2458; at 1.01: 0.0000
  4 electrons at 1.01 of limit: T -0.2553
neglected effects at D = 1.0 eV: T and change in percent
  end-to-end coupling 0.2 eV: 2e 0.2861 (-1.7%), 4e -0.1967 (+7.8%)
  neighbour overlap 0.15: 2e 0.2896 (-0.5%), 4e -0.1874 (+2.7%)
  unequal couplings 1.9/1.1 eV: 2e 0.2184 (-25.0%), 4e -0.1391 (-23.8%)
  correlation, U = 4.0 eV: 2e 0.2074 (-28.8%), 4e -0.1774 (-2.8%)
  spin-orbit constant 0.5 eV: 2e 0.2580 (-11.4%), 4e -0.1681 (-7.9%)
temperature 900 K: kT = 0.0776 eV
  orbital gaps: 2 electrons 1.6794 eV, 4 electrons 2.6794 eV
  largest thermal change of T is below 1e-6: True
```
